# Quadratic Onset of Phonon-Assisted Absorption across an Indirect Gap: a program that tests the result

```python
"""Phonon-assisted absorption across an indirect gap (Hartree atomic units).
Result under test, for phonon emission (s=+1) or absorption (s=-1):
 alpha = Nv (mc mv)^1.5 P^2 D^2 occ x^2 / (4 pi n c w rho Om Delta^2)
 x = w - Eg - s Om > 0, Delta = E0 - Eg - s Om, occ = N + (1+s)/2
w photon energy, Om phonon energy, Eg indirect gap, E0 vertical gap at the
valence maximum, Nv valleys, mc and mv density-of-states masses, P momentum
matrix element, D deformation potential, rho mass density, n refractive
index, c speed of light, N Bose number. Free pairs, parabolic bands.
"""
import numpy as np
import mpmath as mp
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import expm, eigh_tridiagonal
from sympy.physics.hydrogen import R_nl

pi = np.pi

# ---------- convolution of two square roots ----------
for x in (0.3, 1.7):
    value = quad(lambda e: np.sqrt(e * (x - e)), 0, x)[0]
    assert abs(value / (pi * x**2 / 8) - 1) < 1e-6

# ---------- explicit counting of k-point pairs ----------
step = 0.04
axis = (np.arange(-40, 40) + 0.37) * step
kx, ky, kz = np.meshgrid(axis, axis, axis, indexing="ij")
hole_mass, ml, mt = 0.5, 0.92, 0.19
hole_energy = ((kx**2 + ky**2 + kz**2) / (2 * hole_mass)).ravel()
elec_energy = (kx**2 / (2 * ml) + (ky**2 + kz**2) / (2 * mt)).ravel()
vertical_energy = hole_energy + elec_energy
hole_sorted = np.sort(hole_energy[hole_energy < 1])
elec_small = elec_energy[elec_energy < 1]


def pair_count(limit):
    """Pairs per squared volume with total kinetic energy below limit."""
    number = np.searchsorted(hole_sorted, limit - elec_small).sum()
    return number * (step / (2 * pi))**6


mass_product = hole_mass * (ml * mt**2)**(1 / 3)
count_errors = []
for x in (0.4, 0.8):
    density = (pair_count(x + 0.02) - pair_count(x - 0.02)) / 0.04
    count_errors.append(density / (mass_product**1.5 * x**2 / (16 * pi**3)) - 1)
assert max(np.abs(count_errors)) < 0.01
indirect_growth = pair_count(0.8) / pair_count(0.4)
direct_growth = np.sum(vertical_energy < 0.8) / np.sum(vertical_energy < 0.4)
assert abs(indirect_growth / 2**3 - 1) < 0.01
assert abs(direct_growth / 2**1.5 - 1) < 0.02

# ---------- oscillator displacement matrix elements ----------
osc_mass, osc_freq, dq = 3.0, 0.7, 0.01
q = np.arange(-6, 6, dq)
diagonal = 1 / (osc_mass * dq**2) + 0.5 * osc_mass * osc_freq**2 * q**2
off = np.full(len(q) - 1, -0.5 / (osc_mass * dq**2))
vec = eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 3))[1]
for level in range(3):
    element = np.sum(vec[:, level] * q * vec[:, level + 1])**2
    assert abs(element * 2 * osc_mass * osc_freq / (level + 1) - 1) < 1e-3

# ---------- second-order amplitude from time propagation ----------
# orbitals: 0 valence G, 1 valence X, 2 conduction G, 3 conduction X
lower, parity, unit = np.array([[0, 1], [0, 0]]), np.diag([1, -1]), np.eye(2)
annihilate = []
for j in range(4):
    op = np.eye(1)
    for i in range(4):
        op = np.kron(op, parity if i < j else lower if i == j else unit)
    annihilate.append(op)
number_op = sum(a.T @ a for a in annihilate)
sector = np.where(np.abs(np.diag(number_op) - 2) < 1e-9)[0]


def transfer(i, j):
    return (annihilate[i].T @ annihilate[j])[np.ix_(sector, sector)]


def hop(i, j):
    return transfer(i, j) + transfer(j, i)


levels, model_phonon, start_n = [0.0, -2.9, 3.4, 1.1], 0.06, 2
boson = np.diag(np.sqrt(np.arange(1, 5)), 1)
eye_e, eye_b = np.eye(len(sector)), np.eye(5)
drive, pg, px, gc, gv = 0.004, 1.0, 0.7, 0.002, 0.0015
static = np.kron(sum(levels[j] * transfer(j, j) for j in range(4)), eye_b)
static = static + model_phonon * np.kron(eye_e, boson.T @ boson)
static = static + np.kron(gc * hop(3, 2) + gv * hop(1, 0), boson + boson.T)
light = drive * np.kron(pg * hop(2, 0) + px * hop(3, 1), eye_b)


def basis_state(occupied, quanta):
    index = sum(2**(3 - j) for j in occupied)
    return int(np.where(sector == index)[0][0]) * 5 + quanta


amplitude_ratios = []
for s in (1, -1):
    freq = levels[3] - levels[0] + s * model_phonon
    slices, periods = 200, 1000
    dt = 2 * pi / freq / slices
    period_map = np.eye(len(static), dtype=complex)
    for m in range(slices):
        h_now = static + np.sin(freq * (m + 0.5) * dt) * light
        period_map = expm(-1j * dt * h_now) @ period_map
    total_map = np.linalg.matrix_power(period_map, periods)
    reached = abs(total_map[basis_state((1, 3), start_n + s),
                            basis_state((0, 1), start_n)])
    bracket = (pg * gc / (levels[2] - levels[0] - freq)
               - px * gv / (levels[3] - levels[1] - freq))
    predicted = drive / 2 * np.sqrt(start_n + (1 + s) / 2) * abs(bracket)
    amplitude_ratios.append(reached / (predicted * periods * slices * dt))
assert max(abs(r - 1) for r in amplitude_ratios) < 0.01

# ---------- silicon-like example: rough typical or round inputs ----------
hartree = sc.physical_constants["Hartree energy in eV"][0]
bohr = sc.physical_constants["Bohr radius"][0]
c_au = 1 / sc.fine_structure
temp, wavelength_nm = 300.0, 950.0
gap, direct_gap, x_gap, phonon = 1.12, 3.4, 4.0, 0.057    # eV
valleys, index_n, eps_static = 6, 3.5, 11.7
m_long, m_trans, m_heavy, m_light = 0.92, 0.19, 0.49, 0.16
p_au, d_ev_cm, rho_si = 0.5, 1.0e9, 2330.0
mc = (m_long * m_trans**2)**(1 / 3)
mv = (m_heavy**1.5 + m_light**1.5)**(2 / 3)
kt = sc.k * temp / sc.e
d_au = d_ev_cm / hartree * bohr * 100
rho_au = rho_si * bohr**3 / sc.m_e
photon = sc.h * sc.c / (wavelength_nm * 1e-9) / sc.e


def bose(energy):
    return 1 / np.expm1(energy / kt)


def alpha_cm(w, s, eg=gap, om=phonon, d_scale=1.0):
    """One branch of the derived formula; energies in eV, result in 1/cm."""
    x = (w - eg - s * om) / hartree
    if x <= 0:
        return 0.0
    delta = (direct_gap - eg - s * om) / hartree
    occ = bose(om) + (1 + s) / 2
    top = valleys * (mc * mv)**1.5 * (p_au * d_au * d_scale)**2 * occ * x**2
    bottom = (4 * pi * index_n * c_au * (w / hartree) * rho_au
              * (om / hartree) * delta**2)
    return top / bottom / (bohr * 100)


def alpha_total(w, **kw):
    return alpha_cm(w, 1, **kw) + alpha_cm(w, -1, **kw)


quanta = np.arange(400)
weights = np.exp(-quanta * phonon / kt)
n_thermal = np.sum(quanta * weights) / np.sum(weights)
assert abs(n_thermal / bose(phonon) - 1) < 1e-10
assert abs((n_thermal + 1) / n_thermal / np.exp(phonon / kt) - 1) < 1e-10

# ---------- separate SI evaluation from the golden rule ----------
for s in (1, -1):
    x_j = (photon - gap - s * phonon) * sc.e
    w_rad, om_rad = photon * sc.e / sc.hbar, phonon * sc.e / sc.hbar
    k_max = np.sqrt(2 * mv * sc.m_e * x_j) / sc.hbar

    def integrand(u):
        left = x_j * (1 - u**2)
        dos = (2 * mc * sc.m_e)**1.5 * np.sqrt(left) / (4 * pi**2 * sc.hbar**3)
        return k_max**3 * u**2 / (2 * pi**2) * dos

    pairs = valleys * quad(integrand, 0, 1, epsabs=0)[0]
    field = 1000.0
    photon_part = sc.e * field * p_au * sc.hbar / bohr / (2 * sc.m_e * w_rad)
    d_joule_m = d_ev_cm * 100 * sc.e
    phonon_sq = (d_joule_m**2 * sc.hbar * (n_thermal + (1 + s) / 2)
                 / (2 * rho_si * om_rad))
    delta_j = (direct_gap - gap - s * phonon) * sc.e
    rate = (2 * pi / sc.hbar * 2 * pairs * photon_part**2
            * phonon_sq / delta_j**2)
    intensity = 0.5 * index_n * sc.epsilon_0 * sc.c * field**2
    alpha_si = sc.hbar * w_rad * rate / intensity / 100
    assert abs(alpha_si / alpha_cm(photon, s) - 1) < 1e-5

# ---------- sizes of neglected effects, at the example's photon energy ----------
x_e = photon - gap - phonon
delta_e = direct_gap - gap - phonon
norm = pi * x_e**2 / 8
den_ratio = quad(lambda e: np.sqrt(e * (x_e - e))
                 / (delta_e - x_e + e)**2, 0, x_e)[0] * delta_e**2 / norm
assert abs(den_ratio - 1 - x_e / delta_e) < 2 * (x_e / delta_e)**2
mu = mc * mv / (mc + mv)
rydberg = hartree / 2 * mu / eps_static**2


def sommerfeld(energy_over_rydberg):
    z = 2 * pi / np.sqrt(energy_over_rydberg)
    return z / -np.expm1(-z)


for ratio in (0.5, 4.0):
    contact = (mp.coulombf(0, -1 / mp.sqrt(ratio), mp.mpf("1e-8")) / 1e-8)**2
    assert abs(float(contact) / sommerfeld(ratio) - 1) < 1e-5
for level in (1, 2, 3):
    contact = R_nl(level, 0, sp.Integer(0), 1)**2 / (4 * sp.pi)
    assert abs(float(contact) * pi * level**3 - 1) < 1e-10
# e = x sin^2(t) removes the endpoint square roots
continuum = quad(lambda t: 2 * x_e**2 * (np.sin(t) * np.cos(t))**2
                 * sommerfeld(x_e * np.sin(t)**2 / rydberg),
                 1e-6, pi / 2)[0] / norm
shell = np.arange(1, 2001)
bound = np.sum(4 * pi * rydberg**1.5 / shell**3
               * np.sqrt(x_e + rydberg / shell**2)) / norm
nonpar = 0.5                                             # 1/eV
nonpar_ratio = quad(lambda e: np.sqrt(e * (1 + nonpar * e))
                    * (1 + 2 * nonpar * e) * np.sqrt(x_e - e),
                    0, x_e)[0] / norm
so_split, so_mass = 0.044, 0.23
so_extra = (so_mass / mv)**1.5 * (max(x_e - so_split, 0) / x_e)**2
path_ratio = delta_e / (x_gap - gap - phonon)
total = alpha_total(photon)
ta_phonon, ta_scale = 0.018, 0.1
ta_extra = alpha_total(photon, om=ta_phonon, d_scale=ta_scale) / total
gap_slope, heating = -0.25e-3, 10.0
heat_extra = alpha_total(photon, eg=gap + gap_slope * heating) / total - 1
field_mv_cm = 0.03
field_au = field_mv_cm * 1e8 * bohr / hartree
field_energy = (field_au**2 / (2 * mu))**(1 / 3) * hartree

# ---------- report ----------
print(f"pair-count error at two energies: {count_errors[0]:.1e}, {count_errors[1]:.1e}")
print(f"pair count growth on doubling x: {indirect_growth:.3f}")
print(f"vertical count growth on doubling x: {direct_growth:.3f}")
print("propagated/predicted amplitude, emission, absorption:",
      f"{amplitude_ratios[0]:.4f}, {amplitude_ratios[1]:.4f}")
print(f"temperature: {temp:.0f} K; wavelength: {wavelength_nm:.0f} nm")
print(f"indirect gap: {gap:.3f} eV; phonon: {phonon*1000:.0f} meV")
print(f"vertical gap at G: {direct_gap:.1f} eV; at valley: {x_gap:.1f} eV")
print(f"valleys: {valleys}; refractive index: {index_n:.1f}")
print(f"electron masses l, t: {m_long:.2f}, {m_trans:.2f} m_e")
print(f"heavy, light hole masses: {m_heavy:.2f}, {m_light:.2f} m_e")
print(f"DOS masses mc, mv: {mc:.4f}, {mv:.4f} m_e")
print(f"P: {p_au:.2f} a.u.; D: {d_ev_cm:.1e} eV/cm")
print(f"mass density: {rho_si/1000:.2f} g/cm3")
print(f"D: {d_au:.5f} a.u.; rho: {rho_au:.2f} a.u.")
print(f"photon energy: {photon:.4f} eV = {photon/hartree:.6f} Ha")
print(f"phonon energy: {phonon/hartree:.6f} Ha")
print(f"kT: {kt*1000:.2f} meV; Bose number N: {bose(phonon):.4f}")
print(f"(N+1)/N: {(bose(phonon)+1)/bose(phonon):.3f}")
for s, name in ((1, "emission"), (-1, "absorption")):
    x_s, d_s = photon - gap - s * phonon, direct_gap - gap - s * phonon
    print(f"{name}: threshold {gap+s*phonon:.3f} eV, x {x_s:.4f} eV,",
          f"Delta {d_s:.3f} eV")
    print(f"{name}: x {x_s/hartree:.6f} Ha, Delta {d_s/hartree:.6f} Ha")
    print(f"{name}: alpha {alpha_cm(photon, s):.3f} 1/cm")
print(f"total alpha: {total:.3f} 1/cm = {total*bohr*100:.3e} a.u.")
print(f"penetration depth: {1e4/total:.0f} um")
for w in (1.08, 1.12, 1.16, 1.20, 1.25, 1.30):
    print(f"spectrum at {w:.2f} eV: emission {alpha_cm(w, 1):.4f},",
          f"absorption {alpha_cm(w, -1):.4f} 1/cm")
print(f"static permittivity: {eps_static:.1f}; reduced mass: {mu:.4f} m_e")
print(f"exciton Rydberg: {rydberg*1000:.1f} meV")
print(f"Coulomb factor, emission: continuum {continuum:.2f}, bound {bound:.2f},",
      f"sum {continuum+bound:.2f}")
print(f"second path, equal P*D: amplitude ratio {path_ratio:.3f}")
print(f"second path: alpha factor {(1-path_ratio)**2:.3f} or {(1+path_ratio)**2:.3f}")
print(f"varying denominator, flat upper band: factor {den_ratio:.4f}")
print(f"first-order estimate 1+x/Delta: {1+x_e/delta_e:.4f}")
print(f"1/w relative to its emission-threshold value: {(gap+phonon)/photon:.4f}")
print(f"conduction nonparabolicity {nonpar:.1f} 1/eV: factor {nonpar_ratio:.4f}")
print(f"split-off band ({so_split*1000:.0f} meV, {so_mass:.2f} m_e):",
      f"emission gains {100*so_extra:.1f} %")
print(f"extra {ta_phonon*1000:.0f} meV phonon at {ta_scale:.1f} D:",
      f"total gains {100*ta_extra:.1f} %")
print(f"heating by {heating:.0f} K, gap slope {gap_slope*1000:.2f} meV/K:",
      f"gap effect {100*heat_extra:.1f} %")
print(f"field {field_mv_cm:.2f} MV/cm: broadening energy {field_energy*1000:.1f} meV")
print("tests ok")
```

Output:

```
pair-count error at two energies: 5.8e-04, 1.1e-04
pair count growth on doubling x: 8.000
vertical count growth on doubling x: 2.833
propagated/predicted amplitude, emission, absorption: 0.9997, 0.9999
temperature: 300 K; wavelength: 950 nm
indirect gap: 1.120 eV; phonon: 57 meV
vertical gap at G: 3.4 eV; at valley: 4.0 eV
valleys: 6; refractive index: 3.5
electron masses l, t: 0.92, 0.19 m_e
heavy, light hole masses: 0.49, 0.16 m_e
DOS masses mc, mv: 0.3214, 0.5492 m_e
P: 0.50 a.u.; D: 1.0e+09 eV/cm
mass density: 2.33 g/cm3
D: 0.19447 a.u.; rho: 379.03 a.u.
photon energy: 1.3051 eV = 0.047961 Ha
phonon energy: 0.002095 Ha
kT: 25.85 meV; Bose number N: 0.1239
(N+1)/N: 9.069
emission: threshold 1.177 eV, x 0.1281 eV, Delta 2.223 eV
emission: x 0.004707 Ha, Delta 0.081694 Ha
emission: alpha 12.929 1/cm
absorption: threshold 1.063 eV, x 0.2421 eV, Delta 2.337 eV
absorption: x 0.008897 Ha, Delta 0.085883 Ha
absorption: alpha 4.608 1/cm
total alpha: 17.537 1/cm = 9.280e-08 a.u.
penetration depth: 570 um
spectrum at 1.08 eV: emission 0.0000, absorption 0.0275 1/cm
spectrum at 1.12 eV: emission 0.0000, absorption 0.2976 1/cm
spectrum at 1.16 eV: emission 0.0000, absorption 0.8322 1/cm
spectrum at 1.20 eV: emission 0.4533, absorption 1.6047 1/cm
spectrum at 1.25 eV: emission 4.3840, absorption 2.8702 1/cm
spectrum at 1.30 eV: emission 11.9675, absorption 4.4330 1/cm
static permittivity: 11.7; reduced mass: 0.2028 m_e
exciton Rydberg: 20.2 meV
Coulomb factor, emission: continuum 4.34, bound 2.56, sum 6.89
second path, equal P*D: amplitude ratio 0.787
second path: alpha factor 0.045 or 3.195
varying denominator, flat upper band: factor 1.0609
first-order estimate 1+x/Delta: 1.0576
1/w relative to its emission-threshold value: 0.9018
conduction nonparabolicity 0.5 1/eV: factor 1.0812
split-off band (44 meV, 0.23 m_e): emission gains 11.7 %
extra 18 meV phonon at 0.1 D: total gains 11.7 %
heating by 10 K, gap slope -0.25 meV/K: gap effect 3.2 %
field 0.03 MV/cm: broadening energy 11.9 meV
tests ok
```
